# Extrapolar correction of truncated band sums using the f-sum rule, part 2

Band sums in $\chi^0$ and $\Sigma^c$ stop at band $N_b$; the omitted bands get one common energy $\bar\varepsilon$, fixed by the f-sum rule. Hartree atomic units are used. $H=p^2/2+V$ with $V$ real, periodic and local describes a spin-degenerate insulator of size $L$ with $N_k$ k points, $N_v$ filled bands, $N=N_kN_v$ and density $n=2N/L$. Momenta are $Q=q+G$, $Q'=q+G'$; $v$ is filled, $c$ empty, $\Delta=\varepsilon_c-\varepsilon_v$; $\varepsilon_{\min}$ is the lowest omitted energy and $\Pi$ projects onto omitted bands.

The first derivation uses spectral sums. Time reversal folds (1) into (3):

$$\chi^0_{QQ'}(\omega)=\frac2L\sum_{v,c}\left[\frac{\langle v|e^{-iQx}|c\rangle\langle c|e^{iQ'x}|v\rangle}{\omega-\Delta}+\frac{\langle v|e^{iQ'x}|c\rangle\langle c|e^{-iQx}|v\rangle}{-\omega-\Delta}\right],\tag{1}$$

$$\chi^0_{QQ'}=\frac2L\sum_{kvc}\rho_Q\rho^*_{Q'}\frac{2\Delta}{\omega^2-\Delta^2},\qquad\rho_Q=\langle vk|e^{-iQx}|c,k+q\rangle.\tag{3}$$

Closure gives the correction (5):

$$C^{vk}_{QQ'}=\langle vk|e^{i(G'-G)x}|vk\rangle-\sum_{m\le N_b}\langle vk|e^{-iQx}|m\rangle\langle m|e^{iQ'x}|vk\rangle .\tag{4}$$

$$\Delta\chi^0_{QQ'}(\omega)=\frac2L\sum_{kv}C^{vk}_{QQ'}\frac{2(\bar\varepsilon-\varepsilon_{vk})}{\omega^2-(\bar\varepsilon-\varepsilon_{vk})^2}.\tag{5}$$

With interaction $v(Q)$, $W^c=v\chi v$, $\chi=\chi^0+\chi^0v\chi$ and $G=\sum_m\psi_m(x)\psi_m^*(x')/(\omega-\varepsilon_m\pm i\eta)$ (upper signs: empty $m$),

$$\Sigma^c(x,x',\omega)=\frac{i}{2\pi}\int d\omega'\,G(x,x',\omega+\omega')\,W^c(x,x',\omega'),\tag{2}$$

Time reversal makes $W^c$ symmetric in $x,x'$ and even in $\omega'$. With $F_{Qt}=\sqrt{4\Delta_t/L}\,\rho_Q^{(t)}$ for transition $t$, $\Delta^2+F^\dagger vF=Z\Omega^2Z^\dagger$ and $w_s(x)=\sum_Gw_s(Q)e^{iQx}$,

$$W^c_{QQ'}=\sum_s w_s(Q)w_s^*(Q')\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right],\quad w_s=\frac{vFZ_s}{\sqrt{2\Omega_s}}.\tag{6}$$

$$\Sigma^c_n(\omega)=\frac1L\sum_{q,s,m}\frac{|\langle m|w_s^*|n\rangle|^2}{\omega-\varepsilon_m\mp\Omega_s},\tag{7}$$

$$\Delta\Sigma^c_n(\omega)=\frac1L\sum_{q,s}\frac{c_s}{\omega-\bar\varepsilon-\Omega_s},\qquad c_s=\sum_{QQ'}w_s(Q)\,C^n_{QQ'}\,w_s^*(Q')\ge0,\tag{8}$$

where $C^n$ is (4) for state $n$ with $Q,Q'\to-Q,-Q'$. The moments are

$$\sum_m(\varepsilon_m-\varepsilon_v)\langle v|e^{-iQx}|m\rangle\langle m|e^{iQ'x}|v\rangle=\langle v|e^{i(Q'-Q)x}(\tfrac12Q'^2+Q'p)|v\rangle.\tag{9}$$

$$\frac2L\sum_{kvc}\Delta\,\rho_Q\rho_{Q'}^*=\tfrac12\,QQ'\,n(G-G').\tag{10}$$

With $T=NQ^2/2$, $S=\sum_{kv}\sum_{c\le N_b}\Delta|\rho_Q|^2$, $a=\sum_{kv}C^{vk}_{QQ}$ and $b=\sum_{kv}C^{vk}_{QQ}\varepsilon_{vk}$,

$$\bar\varepsilon(Q)=\frac{T-S+b}{a}.\tag{11}$$

$$\bar\varepsilon=\frac{\sum_Q\varpi_Q(T-S+b)/T}{\sum_Q\varpi_Q\,a/T}.\tag{12}$$

Here $\varpi_Q=|W^c_{QQ}(0)|$, from the truncated $\chi^0$, weights the fulfilment $(S+a\bar\varepsilon-b)/T$. The static diagonal tail of $\chi^0$ has magnitude $\tau$:

$$\frac4L\frac{a}{\bar\Delta}\le\tau\le\frac4L\sum_{kv}\frac{C^{vk}_{QQ}}{\varepsilon_{\min}-\varepsilon_{vk}},\qquad\bar\Delta=\frac{T-S}a.\tag{13}$$

The lower bound belongs to a common transition energy $\bar\Delta$. At frequency $iu$, to second order in the spread of $\Delta$, that pole is too small in magnitude for $\bar\Delta>\sqrt3u$, too large for $\bar\Delta<\sqrt3u$.

For $\Sigma^c$, $r_s=\sum_{m>N_b}(\varepsilon_m-\varepsilon_n)|\langle m|w_s^*|n\rangle|^2$, $\bar\varepsilon_s=\varepsilon_n+r_s/c_s$ and $\bar\varepsilon_\Sigma=\varepsilon_n+\sum_s(r_s/\Omega_s)/\sum_s(c_s/\Omega_s)$. For $\omega<\varepsilon_{\min}$ and fixed $W^c$, the exact tail lies above (8) at $\bar\varepsilon=\varepsilon_{\min}$, itself above (8) at $\bar\varepsilon=\omega$, and below the per-pole Jensen bound $L^{-1}\sum c_s/(\omega-\bar\varepsilon_s-\Omega_s)$.

The second derivation uses the projected resolvent:

$$\frac1{\zeta-H}=\frac1{\zeta-\bar\varepsilon}+\frac{H-\bar\varepsilon}{(\zeta-\bar\varepsilon)^2}+\frac{(H-\bar\varepsilon)^2}{(\zeta-\bar\varepsilon)^2(\zeta-H)}.\tag{15}$$

$$z^2\chi^0_{QQ'}(z)\to QQ'\,n(G-G'),\qquad u^2\chi^0_{QQ'}(iu)\to-QQ'\,n(G-G'),\tag{16}$$

### Self-energy on the imaginary axis

In (2) the omitted part of $G$ is $\Pi(\omega+\omega'-H+i\eta)^{-1}$. For $\omega<\varepsilon_{\min}$ its singularities in $\omega'$ lie in the fourth quadrant, and those of the time-ordered $W^c$ in the second and fourth. Rotating the contour counterclockwise to $\omega'=iu$ sweeps only the first and third, and the arcs vanish because the integrand falls as $\omega'^{-3}$. The prefactor becomes $(i/2\pi)\,i=-1/2\pi$. Keep the first term of (15), set $y=\omega-\bar\varepsilon<0$, and use evenness of $W^c$ with $1/(y+iu)+1/(y-iu)=2y/(y^2+u^2)$:

$$\Delta\Sigma^c_n(\omega)=-\frac1{\pi L}\sum_q\int_0^\infty du\sum_{QQ'}C^n_{QQ'}W^c_{QQ'}(iu)\,\frac{y}{y^2+u^2}.\tag{17}$$

This is (8). From (6), $W^c(iu)=-\sum_sw_sw_s^\dagger\,2\Omega_s/(u^2+\Omega_s^2)$. Partial fractions and $\int_0^\infty du/(u^2+\alpha^2)=\pi/2\alpha$ give $\int_0^\infty du\,[(u^2+\Omega^2)(u^2+y^2)]^{-1}=\pi/[2\Omega|y|(\Omega+|y|)]$, so each pole contributes $c_s\,y/[|y|(\Omega_s+|y|)]=c_s/(y-\Omega_s)$. As $y\to0^-$ the kernel concentrates at $u=0$ with integral $-\pi/2$, leaving $(2L)^{-1}\sum C^nW^c(0)$, the static Coulomb-hole remainder. As $\bar\varepsilon\to\infty$ the correction vanishes and the truncated sum returns. Applying (15) at $\zeta=\omega-\Omega_s$ with $\bar\varepsilon_s$ removes the second term pole by pole and leaves a negative third term, which is the Jensen bound.

## What each derivation assumes

Both need completeness, integer occupations with all omitted bands empty, and frequencies away from the omitted spectrum. In a metal the filled-filled pairs still cancel, but the partly filled band also contains filled-empty pairs, and these intraband transitions must be counted in $S$.

Besides the symmetry of $W^c$ in (2), the first derivation uses time reversal three times: to fold (1), to turn $\psi^*p\psi$ into a gradient, and to cancel valence pairs. The second obtains (16) for the full matrix without it and needs it only to merge two closure matrices into one and, in (2), for the symmetry of $W^c$. The first needs the discrete RPA poles (6), which make the signs of the bounds visible. The second needs only the analytic structure, the symmetry and the high-frequency decay of $W^c$, so (17) holds for any screening with these properties. The first gives inequalities, and the second gives the error itself through (15). Continuing (15) as a power series would converge only if $|\varepsilon-\bar\varepsilon|<|\zeta-\bar\varepsilon|$ for every omitted state, which an unbounded spectrum violates; (15) itself needs no such condition.

Both use locality of $V$ in $[H,e^{iQx}]$ and nowhere in closure. With a nonlocal term $V_{nl}$ that preserves time reversal, (5), (8) and (17) stand, but the diagonal of (9) becomes $\langle e^{-iQx}He^{iQx}\rangle-\langle H\rangle$ with an extra piece, and

$$T\to T+\sum_{kv}\left[\langle v|e^{-iQx}V_{nl}e^{iQx}|v\rangle-\langle v|V_{nl}|v\rangle\right].\tag{18}$$

The correct (11) grows with $N_b$ as the omitted energies do. Omitting the extra piece leaves $T-S$ finite as $a\to0$, so (11) departs from the correct value as $1/a$: upward if the extra piece is negative, toward negative energies if it is positive. For the nonlocal term of the example below at $Q=3.4034$ bohr$^{-1}$ and $N_b=10$, the local $T$ gives 54 Ha in place of 15.5 Ha, and with the sign of the term reversed it gives $-4.1$ Ha in place of 15.5 Ha.

The "1" in closure is the identity of the full space. In a finite plane-wave basis with projector $P$ and all its bands summed, $C_{QQ}=\|(1-P)\varphi\|^2$ with $\varphi=e^{iQx}|v\rangle$, the norm pushed out of the basis, so the correction also reaches outside the basis. The total $\sum\langle\varphi|H-\varepsilon_v|\varphi\rangle=T$ still holds, since it needs only $\langle v|H|v\rangle=\varepsilon_v$ and the pairing of $\pm k$. But $P$ does not commute with $H$, so $T-S$ contains the cross term $2\,\mathrm{Re}\langle\varphi|PV(1-P)|\varphi\rangle$, and (13) is then not a theorem.

## Worked example

The model is a one-dimensional insulator without inversion symmetry. The cell is 6 bohr long, with Gaussian wells of depth 2 and 1.5 Ha, width 0.5 bohr, 2.5 bohr apart. It has $N_v=2$, $N_k=4$ shifted k points, $L=24$ bohr, $N=8$, $n=0.6667$ bohr$^{-1}$, 50 plane waves per k and $|Q|\le6.283$ bohr$^{-1}$. The interaction is $Ue^{-\kappa|x|}$, $v(Q)=2U\kappa/(Q^2+\kappa^2)$, with $U=2$ Ha and $\kappa=1$ bohr$^{-1}$. At $k=0.1309$ bohr$^{-1}$ the band edges on the mesh are $\varepsilon_v=-0.573$ Ha and $\varepsilon_c=0.233$ Ha, a gap of 0.806 Ha (21.9 eV). The numerical check tests (3) against a finite-field diagonalization, (4), (9) and (10) against explicit sums over all bands, (7) and (8) against imaginary-axis quadrature, and the bounds, (12) and (18) as well.

For $N_b=6$, $\varepsilon_{\min}=4.643$ Ha. At $Q=3.4034$ bohr$^{-1}$, $T=8Q^2/2=46.332$ Ha, $S=10.995$ Ha, $b=-3.674$ Ha and $a=4.5686$, so

$$\bar\varepsilon(Q)=\frac{46.332-10.995-3.674}{4.5686}=6.931\ \text{Ha},\qquad\bar\Delta=\frac{35.337}{4.5686}=7.735\ \text{Ha}.$$

At $Q=2.356$, 4.451 and 5.498 bohr$^{-1}$ the same formula gives 5.42, 9.61 and 14.46 Ha, while $S/T$ falls through 0.709, 0.024 and 0.003 and $a$ approaches $N=8$ (7.91 at the last). The weighted fulfilment before correction is 0.944, and (12) gives $\bar\varepsilon=5.79$ Ha (157.5 eV).

The static $\chi^0_{QQ}$ at $Q=3.4034$ bohr$^{-1}$, in (Ha bohr)$^{-1}$, is $-0.2812$ with all bands and $-0.1773$ truncated, a shortfall of 37% of the all-band value. The lower bound on the tail is $(4/24)(4.5686/7.735)=0.0984$, so the true value lies between $-0.3172$ and $-0.1773-0.0984=-0.2757$. The energy $\bar\varepsilon(Q)$ gives $-0.2758$, 1.9% too small in magnitude relative to the all-band value. The single $\bar\varepsilon$, lower than $\bar\varepsilon(Q)$, gives $-0.2929$, 4.1% too large. With $\bar\varepsilon(Q)$ the error relative to the all-band $\chi^0_{QQ}(iu)$, positive meaning too large in magnitude, is $+3\times10^{-3}$ at $u=5$ Ha and $+1\times10^{-5}$ at $u=1000$ Ha. The second-order estimate refers to the common transition energy, which here gives nearly the same static value ($-0.2757$ against $-0.2758$). It shows the same change of sign, since $\bar\Delta=7.7$ Ha is below $\sqrt3\times5=8.7$ Ha.

The cutoff $|Q|\le6.283$ bohr$^{-1}$ is kept fixed, so the self-energy errors below measure the truncation of the bands and not that of the momenta. With all bands, $\Sigma^c(\varepsilon_n)$ is $29.25$ mHa (0.796 eV) for the valence state and $-36.28$ mHa ($-0.987$ eV) for the conduction state, a gap term of $-65.5$ mHa. With the all-band $W^c$, the valence tail beyond $N_b=6$ is $-3.68$ mHa, in the order derived above: static remainder $-10.46$, value at $\varepsilon_{\min}$ $-4.39$, exact $-3.68$, per-pole bound $-3.58$ mHa. The single $\bar\varepsilon$ gives $-3.94$ mHa, 7% too large relative to the tail, and $\bar\varepsilon_\Sigma=6.97$ Ha gives $-3.57$ mHa, 3% too small. For the conduction state the exact tail is $-3.56$ mHa, against $-3.82$ mHa from $\bar\varepsilon$ and $-3.41$ mHa from $\bar\varepsilon_\Sigma=6.93$ Ha. Since (8) is monotonic in the energy, the value that reproduces each tail lies between $\bar\varepsilon$ and $\bar\varepsilon_\Sigma$.

With $N_b$ bands in both $\chi^0$ and $\Sigma^c$, and (12) used in both corrections, the errors relative to the all-band $\Sigma^c(\varepsilon_n)$ are, in mHa, as valence / conduction:

| $N_b$ | $\bar\varepsilon$ (Ha) | truncated | corrected |
|---|---|---|---|
| 4 | 2.56 | 13.64 / 19.38 | −4.27 / −3.46 |
| 6 | 5.79 | 4.75 / 4.20 | −0.64 / −0.52 |
| 8 | 10.19 | 1.22 / 0.95 | −0.09 / −0.10 |

At $N_b=6$ a fulfilment of 94% goes with an error of $4.75/29.25=16\%$ in the valence self-energy, of which $4.75-3.68=1.07$ mHa comes from the truncated $W^c$; the corrected error is 2%. In this model the correction overshoots in all six cases. The truncated gap error changes sign, 5.74, $-0.55$ and $-0.27$ mHa, and is much smaller than the level errors for $N_b=6$ and 8, so a stable gap there does not show converged levels. The corrected gap errors are 0.815, 0.115 and $-0.003$ mHa; the last is a near cancellation, in this example, of two level errors of $-0.093$ and $-0.096$ mHa. These sizes depend on the momentum cutoff. Doubling it to 12.57 bohr$^{-1}$ moves the all-band valence $\Sigma^c$ to 29.11 mHa, the corrected errors to $-5.12/-3.66$, $-1.01/-0.61$ and $-0.26/-0.15$ mHa, and the corrected gap errors to 1.47, 0.39 and 0.12 mHa; the overshoot remains and the near cancellation does not. A mesh of 12 k points, for the same states and the original cutoff, changes the all-band values by 0.02 mHa or less and the entries of the table's error columns by at most 0.14 mHa.

A separable nonlocal term of strength 0.5 Ha and width 0.5 bohr gives an all-band moment of 44.872 Ha at $Q=3.4034$ bohr$^{-1}$, equal to $46.332-1.460$ Ha from (18) and 3% below the local $T$. For a basis of 10 plane waves per k (largest momentum 5.105 bohr$^{-1}$) with all its bands summed, at $Q=5.498$ bohr$^{-1}$, $a=4.904$, $S/T=0.280$ and $\bar\Delta=17.76$ Ha. The common-transition-energy correction is $-(4/24)(4.904/17.76)=-0.0460$, which moves $\chi^0_{QQ}(0)$ from $-0.0511$ to $-0.0972$ (Ha bohr)$^{-1}$, against $-0.0996$ with 50 plane waves. At this $Q$ the cross term is only $-2.09$ Ha out of $T-S=87.09$ Ha. At small $Q$ it dominates: for the six positive mesh values $Q\le1.571$ bohr$^{-1}$, $T-S$ and hence $\bar\Delta$ are negative (at $Q=1.309$ bohr$^{-1}$, $T-S=-0.0032$ Ha with a cross term of $-0.0215$ Ha), and at $Q=1.571$ and 1.833 bohr$^{-1}$ the correction moves $\chi^0_{QQ}(0)$ away from the value with 50 plane waves. The f-sum energy is useful for the basis only where the part outside the basis outweighs the cross term.

## Table of computed values

```
a=6.0 bohr, Nk=4, L=24.0 bohr, Nv=2, Npw=50, n=0.66667 1/bohr
wells (depth Ha, width bohr, position bohr): [(2.0, 0.5, 0.0), (1.5, 0.5, 2.5)]
U=2.0 Ha, kappa=1.0 1/bohr, Qmax=6.2832 1/bohr, k=0.1309 1/bohr
e_v=-0.57309 Ha, e_c=0.23295 Ha, gap=0.80604 Ha = 21.933 eV
Nb=6: highest kept 3.8248 Ha, lowest omitted 4.6433 Ha
Q=2.3562 1/bohr: S/T=0.70915, a=1.05970, ebar(Q)=5.4241 Ha
Q=3.4034 1/bohr: S/T=0.23731, a=4.56857, ebar(Q)=6.9306 Ha
Q=4.4506 1/bohr: S/T=0.02353, a=7.43999, ebar(Q)=9.6104 Ha
Q=5.4978 1/bohr: S/T=0.00259, a=7.90598, ebar(Q)=14.4643 Ha
Q=3.4034: T=46.3323 Ha, S=10.9950 Ha, b=-3.6742 Ha, (T-S)/a=7.7349 Ha
weighted fulfilment before correction 0.94440
single ebar=5.7891 Ha = 157.53 eV
static chi0_QQ at that Q, 1/(Ha bohr):
  all bands -0.281221, truncated -0.177285
  ebar(Q) -0.275788, single ebar -0.292870
  bracket -0.317240 to -0.275726
  relative error with ebar(Q) at u=0.0 Ha: -1.93e-02
  relative error with ebar(Q) at u=5.0 Ha: 3.24e-03
  relative error with ebar(Q) at u=1000.0 Ha: 1.03e-05
state v: Sigma_c(e) all bands 29.247 mHa = 0.7958 eV
  tail (converged W) exact -3.6813 mHa, single ebar -3.9446 mHa
  ebar_Sigma=6.9654 Ha gives -3.5741 mHa, per pole -3.5780 mHa
  lowest omitted -4.3948 mHa, static remainder -10.4630 mHa
state c: Sigma_c(e) all bands -36.278 mHa = -0.9872 eV
  tail (converged W) exact -3.5586 mHa, single ebar -3.8236 mHa
  ebar_Sigma=6.9347 Ha gives -3.4124 mHa, per pole -3.4546 mHa
  lowest omitted -4.3560 mHa, static remainder -10.6010 mHa
Sigma_c gap term, all bands: -65.525 mHa
errors of Sigma_c(e) with Nb bands in both chi0 and Sigma:
Nb=4: fulfilment 0.74180, ebar=2.5644 Ha, lowest omitted 1.7923 Ha
  truncated v 13.6353, c 19.3751, gap 5.7399 mHa
  corrected v -4.2727, c -3.4577, gap 0.8150 mHa
Nb=6: fulfilment 0.94440, ebar=5.7891 Ha, lowest omitted 4.6433 Ha
  truncated v 4.7503, c 4.2017, gap -0.5486 mHa
  corrected v -0.6375, c -0.5225, gap 0.1150 mHa
Nb=8: fulfilment 0.98883, ebar=10.1918 Ha, lowest omitted 8.6097 Ha
  truncated v 1.2220, c 0.9476, gap -0.2744 mHa
  corrected v -0.0926, c -0.0959, gap -0.0033 mHa
nonlocal E=0.5 Ha, width 0.5 bohr, Q=3.4034 1/bohr:
  all-band S=44.87214 Ha, T=46.33231 Ha, commutator term -1.46017 Ha
small basis Npw=10, Kmax=5.1051 1/bohr, Q=5.4978 1/bohr:
  a=4.90353, S/T=0.27964, (T-S)/a=17.7614 Ha
  chi0 plain -0.051141, corrected -0.097154, converged -0.099561 1/(Ha bohr)
```
